# Why Unfiltered Analytic Continuation Explodes, and How Two Filters Compare

## What goes wrong

Take 16 values of an imaginary-time Green's function, each with an error of about $10^{-4}$, and solve the linear equations for the spectral function. In the model treated below the true spectrum has norm 1.9. The solution has norm $1.2\times10^5$, although it reproduces the data. With the noise removed, the same inversion returns norm 1.9.

The small singular values of the kernel and the noise must therefore act together. The discrete Picard plot displays both on one scale, and it shows what a regularizing filter has to do.

## The linear problem

Hartree atomic units are used. For $0\le\tau\le\beta$, with $\beta$ the inverse temperature, a fermionic Green's function obeys

$$-G(\tau)=\int d\omega\,K(\tau,\omega)A(\omega),\qquad K(\tau,\omega)=\frac{e^{-\tau\omega}}{1+e^{-\beta\omega}} .$$

Choose $M$ times $\tau_i$ and a larger number of frequencies $\omega_j$ with spacing $\Delta\omega$. Define

$$x_j=\sqrt{\Delta\omega}\,A(\omega_j),\qquad K_{ij}=\sqrt{\Delta\omega}\,K(\tau_i,\omega_j).$$

The product $Kx$ then contains one full factor $\Delta\omega$ and approximates the integral, while $\|x\|^2$ approximates $\int A^2d\omega$. The data are $b=Kx+e$. The errors $e_i$ are assumed independent, with zero mean and common variance $\sigma^2$. Correlated Monte Carlo errors with covariance $C$ must first be whitened by multiplying data and kernel by $C^{-1/2}$.

The singular value decomposition is $K=\sum_{i=1}^{M}s_iu_iv_i^T$, with orthonormal $u_i$, orthonormal $v_i$ and $s_1\ge s_2\ge\dots>0$. Write $a_i=u_i\cdot b$ for the data coefficients and $c_i=v_i\cdot x$ for those of the true spectrum. Since there are more frequencies than times, $x$ also has a part $x_{\rm null}$ orthogonal to every $v_i$. It satisfies $Kx_{\rm null}=0$, so the data contain nothing about it.

The example has $\beta=50$ (about 6300 K, far above room temperature), frequencies within $\pm0.4$ hartree, 16 equally spaced times including both ends, and $\sigma=10^{-4}$. The model spectrum is a sum of two Gaussians of width 0.04 hartree, with weight 0.6 at $-0.10$ hartree and weight 0.4 at $0.15$ hartree.

## First contribution: the kernel smooths

Let $X=2\tau/\beta-1$ and $y=\beta\omega/2$. Multiplying numerator and denominator of the kernel by $e^{y}$ gives

$$K=\frac{e^{-\tau\omega+\beta\omega/2}}{e^{y}+e^{-y}}=\frac{e^{-Xy}}{2\cosh y},$$

because $Xy=\tau\omega-\beta\omega/2$. Set $X=\cos\theta$. The function $e^{-y\cos\theta}$ is even in $\theta$ and has a cosine series. Its coefficients follow from $I_n(y)=\frac1\pi\int_0^\pi e^{y\cos\theta}\cos n\theta\,d\theta$ after the substitution $\theta\to\pi-\theta$, which produces the sign $(-1)^n$:

$$e^{-Xy}=I_0(y)+2\sum_{n\ge1}(-1)^nI_n(y)T_n(X),\qquad T_n(\cos\theta)=\cos n\theta .$$

Each term is a function of time multiplied by a function of frequency. The first $k$ terms therefore form a matrix $K_k$ of rank at most $k$.

This limits $s_{k+1}$. The space spanned by $v_1,\dots,v_{k+1}$ has at least one dimension more than the rank of $K_k$, so it contains a unit vector $z$ with $K_kz=0$. Within that space $\|Kz\|\ge s_{k+1}$, hence $s_{k+1}\le\|(K-K_k)z\|$. The right side is at most the root of the summed squares of all elements of $K-K_k$. Since $|T_n|\le1$,

$$s_{k+1}^2\le M\,\Delta\omega\sum_j\Big[\sum_{n\ge k}\frac{I_n(|y_j|)}{\cosh y_j}\Big]^2 .$$

To see how this falls, use the power series of $I_n$ and $(m+n)!\ge m!\,n!$:

$$I_n(y)=\sum_m\frac{(y/2)^{2m+n}}{m!(m+n)!}\le\frac{(y/2)^n}{n!}I_0(y)\le\frac{(y/2)^n}{n!}\cosh y\qquad(y\ge0).$$

The last step holds because $I_0(y)$ is the average of $\cosh(y\cos\theta)$ over $\theta$. The factorial makes the bound fall faster than any exponential at large $n$.

Here $|y|$ reaches 10. The bound is generous: it gives $s_{13}\le4.2\times10^{-4}$, whereas the computed value is $4.7\times10^{-7}$ (singular values are in hartree$^{1/2}$). It proves that the decay must come, but does not give its rate. It becomes informative only at indices large enough for the factorial to overcome $(|y|/2)^n$: at $\beta=1000$ (about 316 K) with the same window, the bound on $s_{16}$ is 0.63, no smaller than $s_1$. The actual values also depend on where the times are placed. At $\beta=50$, times clustered toward both ends at Chebyshev points give $s_{16}\approx1.0\times10^{-8}$, about 40 times the value for equal spacing.

In the high-temperature limit, with the frequency window fixed, $y\to0$ and the kernel tends to $1/2$. Every time then measures half the total spectral weight, and one singular value survives.

## Second contribution: clean data decay too

Without noise,

$$u_i\cdot b=u_i\cdot\sum_l s_lu_l(v_l\cdot x)=s_ic_i .$$

Dividing by $s_i$ returns $c_i$, and $|c_i|\le\|x\|$. This is the discrete Picard condition in its useful form: the coefficients must fall at least as fast as the singular values, apart from a bounded factor. They need not fall monotonically.

The minimum-norm solution that fits the data is

$$x_0=\sum_{i=1}^{M}\frac{a_i}{s_i}v_i .$$

For clean data its norm cannot exceed $\|x\|$. The computed norm is 1.9112, against 1.9151 for the true spectrum (norms are in hartree$^{-1/2}$). The missing part is perpendicular to $x_0$, so its norm is $\sqrt{1.9151^2-1.9112^2}\approx0.12$, or 6% of the true norm. This is $x_{\rm null}$. Perfect data at these 16 times would leave it unknown.

## Third contribution: noise does not decay

The noise in one coefficient has variance

$$E(u_i\cdot e)^2=\sum_{jl}u_{ji}u_{li}E(e_je_l)=\sigma^2\sum_ju_{ji}^2=\sigma^2 .$$

The result does not depend on $i$. An orthogonal rotation leaves white noise white, whereas the kernel has already damped the signal. On a logarithmic plot the noisy coefficients first follow the clean ones and then scatter around a floor of height $\sigma$. The singular values continue downward.

| $i$ | $s_i$ | clean $\lvert a_i\rvert$ | noisy $\lvert a_i\rvert$ | noisy $\lvert a_i\rvert/s_i$ |
|---|---|---|---|---|
| 7 | 8.0e-3 | 2.4e-3 | 2.5e-3 | 0.31 |
| 9 | 5.5e-4 | 1.7e-4 | 1.3e-4 | 0.24 |
| 10 | 1.2e-4 | 4.4e-5 | 1.5e-4 | 1.3 |
| 11 | 2.2e-5 | 7.0e-6 | 6.6e-5 | 3.0 |
| 13 | 4.7e-7 | 5.7e-8 | 1.1e-4 | 240 |
| 16 | 2.6e-10 | 2.2e-11 | 3.0e-5 | 1.1e5 |

The clean coefficient passes below $\sigma$ between $i=9$ and $i=10$. From $i=11$ onward it is below $0.1\sigma$, and the six noisy coefficients there have root mean square $8.6\times10^{-5}$, close to $\sigma$.

The last column contains the explosion. The noise error of $x_0$ is $\sum_i(u_i\cdot e/s_i)v_i$. Orthonormality of the $v_i$ gives

$$E\Big\|\sum_i\frac{u_i\cdot e}{s_i}v_i\Big\|^2=\sigma^2\sum_i\frac1{s_i^2} .$$

The last term alone contributes $\sigma/s_{16}=10^{-4}/(2.63\times10^{-10})=3.8\times10^5$ to the root mean square error. The full sum also gives $3.8\times10^5$, in agreement with sampled noise. Almost the whole error comes from $v_{16}$, the direction that the data constrain least among those they see at all. In this example $s_{16}$ lies well above computer rounding, so the added noise, not finite precision, causes the failure.

With real data the clean column is unavailable. The floor can still be recognized if enough coefficients lie on it, and its height estimates $\sigma$. Correlated noise that has not been whitened need not produce a flat floor.

## Two filters

A linear filter multiplies each term of $x_0$ by a number $f_i$ between 0 and 1:

$$x_f=\sum_if_i\frac{a_i}{s_i}v_i .$$

Truncated SVD (TSVD) takes $f_i=1$ for $i\le k$ and $f_i=0$ beyond. Its largest noise gain, meaning the largest value of $f_i/s_i$, is $1/s_k$.

Tikhonov regularization minimizes $\|Kx-b\|^2+\lambda^2\|x\|^2$. Expand the trial solution as $x=\sum_ix_iv_i+x_\perp$. The objective becomes

$$\sum_i\big[(s_ix_i-a_i)^2+\lambda^2x_i^2\big]+\lambda^2\|x_\perp\|^2 .$$

The last term requires $x_\perp=0$. Setting the derivative with respect to $x_i$ to zero gives $s_i(s_ix_i-a_i)+\lambda^2x_i=0$, so

$$x_i=\frac{s_ia_i}{s_i^2+\lambda^2}=f_i\frac{a_i}{s_i},\qquad f_i=\frac{s_i^2}{s_i^2+\lambda^2}.$$

For $s_i\gg\lambda$ the filter is nearly 1. For $s_i\ll\lambda$ it is nearly $s_i^2/\lambda^2$, and at $s_i=\lambda$ it is one half. From $(s_i-\lambda)^2\ge0$ follows $s_i^2+\lambda^2\ge2s_i\lambda$, hence

$$\frac{f_i}{s_i}=\frac{s_i}{s_i^2+\lambda^2}\le\frac1{2\lambda}.$$

When both cuts are placed at the same singular value, $\lambda=s_k$, Tikhonov has half the maximum noise gain of TSVD. It pays by attenuating components that TSVD keeps whole.

## Weighing bias against noise

Insert $a_i=s_ic_i+u_i\cdot e$ and subtract the true spectrum:

$$x_f-x=-x_{\rm null}+\sum_i\Big[(f_i-1)c_i+f_i\frac{u_i\cdot e}{s_i}\Big]v_i .$$

If the filter is fixed before the noise is drawn, the cross terms average to zero:

$$E\|x_f-x\|^2=\|x_{\rm null}\|^2+\sum_i(1-f_i)^2c_i^2+\sigma^2\sum_i\frac{f_i^2}{s_i^2}.$$

The terms are the invisible part, the bias and the noise. For a sharp filter, dropping component $i$ costs $c_i^2$ and keeping it costs $\sigma^2/s_i^2$. It should be kept when $s_i|c_i|>\sigma$, that is, when its clean Picard coefficient stands above the floor.

If $f_i$ may vary continuously, the derivative of the two costs is $-2(1-f_i)c_i^2+2f_i\sigma^2/s_i^2$. Setting it to zero and solving for $f_i$ gives

$$f_i^{\rm ideal}=\frac{c_i^2}{c_i^2+\sigma^2/s_i^2}=\frac{s_i^2}{s_i^2+(\sigma/c_i)^2}.$$

This has Tikhonov form, but with a separate $\lambda_i=\sigma/|c_i|$ for each component. Tikhonov is therefore the ideal linear filter if all $|c_i|$ are equal and $\lambda=\sigma/|c_i|$. If the $|c_i|$ instead dropped abruptly to zero beyond some index, with all earlier components far above the noise, the ideal filter would approach TSVD. The better method depends on the unknown spectrum.

## Choosing the cut: the L-curve corner

The coefficients $c_i$ are unknown, so a rule must use the data. Let $\rho=\|Kx_f-b\|$ and $\eta=\|x_f\|$. The L-curve plots $\ln\eta$ against $\ln\rho$. For Tikhonov, put $t=\lambda^2$. Since $1-f_i=t/(s_i^2+t)$,

$$\rho^2=\sum_i\frac{t^2a_i^2}{(s_i^2+t)^2},\qquad \eta^2=\sum_i\frac{s_i^2a_i^2}{(s_i^2+t)^2}.$$

Differentiate each sum:

$$\frac{d\rho^2}{dt}=\sum_ia_i^2\Big[\frac{2t}{(s_i^2+t)^2}-\frac{2t^2}{(s_i^2+t)^3}\Big]=2t\sum_i\frac{s_i^2a_i^2}{(s_i^2+t)^3},$$

$$\frac{d\eta^2}{dt}=-2\sum_i\frac{s_i^2a_i^2}{(s_i^2+t)^3}.$$

The sums are the same, so $d\eta^2/d\rho^2=-1/\lambda^2$. Because $d\ln\eta=d\eta^2/(2\eta^2)$, and likewise for $\rho$,

$$\frac{d\ln\eta}{d\ln\rho}=-\frac{\rho^2}{\lambda^2\eta^2}.$$

Here the corner is defined as the minimum of $\rho\eta$. At an interior minimum $d\ln\rho+d\ln\eta=0$, so the slope is $-1$ and $\rho=\lambda\eta$. The search must be confined, here to $s_{15}\le\lambda\le s_1$: $\rho\eta$ also tends to zero for $\lambda\to0$, where the data are fitted completely, and for $\lambda\to\infty$, where the solution vanishes. For TSVD the same product is minimized over the integers $1\le k<M$.

The Tikhonov corner lies at $\lambda=1.17\times10^{-4}$, where $\lambda\eta=1.166\times10^{-4}\times1.923=2.24\times10^{-4}=\rho$. At one tenth of this $\lambda$ the slope is $-27$, and at ten times it is $-0.02$, so the curve does turn here. The alternative rule of largest curvature selects $1.7\times10^{-4}$. The rules agree in order of magnitude, not in value.

The TSVD corner is $k=10$, by a very small margin: $\rho\eta$ is $4.711\times10^{-4}$ there and $4.713\times10^{-4}$ at $k=9$. Including component 10 multiplies $\rho$ by $2.116/2.608=0.811$ and $\eta$ by $2.226/1.807=1.232$, and these changes nearly cancel.

## The filters at the corner

The Tikhonov factors for $i=8$ to 12 are 0.997, 0.957, 0.503, 0.034 and 0.0009. TSVD has 1, 1, 1, 0, 0. The filters differ appreciably in one component, the tenth, because $s_{10}=1.173\times10^{-4}$ almost coincides with $\lambda$. The maximum gains are $1/s_{10}=8.5\times10^3$ and $1/(2\lambda)=4.3\times10^3$ hartree$^{-1/2}$, the factor of two derived above.

The clean tenth coefficient is $0.44\sigma$, so a sharp filter that knew the truth would drop it. The ideal smooth factor is $1/(1+1/0.444^2)=0.16$. Both corner choices admit too much, TSVD more than Tikhonov. In this sample noise raised the magnitude of the coefficient to $1.5\sigma$, and the corner rule cannot distinguish that from signal.

For these fixed filters, the error budget relative to $\|x\|$ is as follows. The bias includes the invisible part.

- TSVD: bias 0.24, noise 0.46, combined $\sqrt{0.24^2+0.46^2}=0.52$.
- Tikhonov: bias 0.26, noise 0.26, combined 0.36.

Halving one factor removes much noise at little cost in bias. The actual errors of this sample are larger, 0.91 for TSVD and 0.61 for Tikhonov, and the tenth component explains why. Its noisy value has the opposite sign to the clean one; with equal signs the TSVD error could not reach 0.91. The coefficient is thus wrong by $(1.525+0.444)\times10^{-4}=1.97\times10^{-4}$, about $2\sigma$. Division by $s_{10}$ turns this into an error of 1.68, out of a total TSVD error of $0.91\times1.915=1.75$. Tikhonov admits half of the faulty component.

Neither spectrum can be trusted. Inside the frequency window, TSVD shows four maxima above a tenth of its highest value, and Tikhonov shows three, at $-0.055$, $0.105$ and $0.285$ hartree ($-1.50$, $2.86$ and $7.76$ eV). The true spectrum has two, at $-0.10$ and $0.15$ hartree. The lowest values of $A$ are $-3.9$ and $-1.8$ hartree$^{-1}$, although a spectral function of this kind cannot be negative. The smaller true peak has height $0.4/(0.04\sqrt{2\pi})=4.0$ hartree$^{-1}$, so the negative excursion of TSVD, which lies at the upper edge of the window, is as large as a real feature. The highest value of TSVD lies at the lower edge, where the true spectrum almost vanishes. Linear filters stop the explosion but do not impose positivity.

## Many noise samples

One sample cannot rank two methods. The table gives median errors relative to $\|x\|$ for 300 noise samples at each level, with the corner found anew each time. The last column is the share of samples in which Tikhonov had the smaller error.

| $\sigma$ | TSVD | Tikhonov | Tikhonov better |
|---|---|---|---|
| 1e-2 | 0.43 | 0.43 | 68% |
| 1e-3 | 0.40 | 0.39 | 66% |
| 1e-4 | 0.33 | 0.33 | 64% |
| 1e-5 | 0.27 | 0.28 | 59% |
| 1e-6 | 0.17 | 0.24 | 34% |

The sample examined above was an unfavourable one. Typical errors at $\sigma=10^{-4}$ are near 0.33, and the median TSVD corner is $k=9$. For this spectrum Tikhonov wins more often at the four higher noise levels, but in these samples the medians differ by only about 4% or less. At $10^{-5}$ this gap is itself uncertain: independent sets of 300 samples give between 1% and 12% in favour of TSVD. At $10^{-6}$ TSVD has the clearly lower median when both corners are minima of $\rho\eta$. This depends on the rule: with the largest-curvature corner the Tikhonov median is about 0.19, and Tikhonov has the smaller error in slightly more than half of the samples. Occasionally at this level the minimum falls at the edge of the search range and is not a true corner, for both methods (3 of 300 samples for Tikhonov, 5 for TSVD at $k=15$). Such rare cases hardly move a median, which also hides that relative errors above 1 are about twice as frequent for TSVD (about 7% of samples) as for Tikhonov.

That reversal does not condemn the smooth filter itself. If $\lambda$ and $k$ are chosen for each sample to minimize the actual error, which requires the true spectrum, the median errors at $10^{-6}$ are 0.12 for Tikhonov and 0.14 for TSVD. The minimum-$\rho\eta$ rule doubles the Tikhonov error there, while it costs TSVD much less in the median. With such informed choices Tikhonov has the lower median at all five levels. For Tikhonov at this noise level, the choice of parameter (0.24 against 0.12) matters more than the shape of the filter at informed choices (0.14 against 0.12).

Better data help slowly. The number of clean coefficients above $\sigma$ is 5, 7, 9, 10 and 11 as $\sigma$ falls from $10^{-2}$ to $10^{-6}$: ten thousand times less noise buys six coefficients. At $\sigma=10^{-6}$ the twelfth clean coefficient, $9.67\times10^{-7}$, lies just below the noise level, and the thirteenth is $5.66\times10^{-8}$. To lower $\sigma$ from the one to the other requires a factor of $9.67/0.566\approx17$. For independent measurements $\sigma$ falls as the inverse square root of their number, so this single step costs about $17^2\approx290$ times as many measurements. The complete Picard table and the noise sweep are in the numerical output.

## Computed results

```
beta 50 1/Ha; temperature 6316 K; sigma 1e-04
times 16; frequencies 400; window +-0.4 Ha
norm of true x: 1.9151 Ha^-1/2
i  s_i[Ha^1/2] |u.b|clean |u.b|noisy ratio[Ha^-1/2] fTSVD fTik
 1 8.523e-01 9.982e-01 9.982e-01 1.171e+00 1 1.000e+00
 2 7.135e-01 1.892e-01 1.892e-01 2.651e-01 1 1.000e+00
 3 3.585e-01 6.456e-02 6.466e-02 1.804e-01 1 1.000e+00
 4 1.740e-01 8.873e-02 8.853e-02 5.090e-01 1 1.000e+00
 5 7.020e-02 7.920e-02 7.921e-02 1.128e+00 1 1.000e+00
 6 2.527e-02 7.504e-03 7.627e-03 3.019e-01 1 1.000e+00
 7 8.003e-03 2.445e-03 2.513e-03 3.140e-01 1 9.998e-01
 8 2.233e-03 3.421e-04 2.392e-04 1.071e-01 1 9.973e-01
 9 5.472e-04 1.675e-04 1.299e-04 2.374e-01 1 9.566e-01
10 1.173e-04 4.444e-05 1.525e-04 1.301e+00 1 5.028e-01
11 2.182e-05 6.958e-06 6.557e-05 3.005e+00 0 3.385e-02
12 3.492e-06 9.665e-07 2.975e-05 8.521e+00 0 8.961e-04
13 4.721e-07 5.659e-08 1.139e-04 2.412e+02 0 1.640e-05
14 5.242e-08 2.958e-09 9.579e-06 1.827e+02 0 2.022e-07
15 4.520e-09 4.587e-11 1.602e-04 3.543e+04 0 1.503e-09
16 2.630e-10 2.195e-11 2.956e-05 1.124e+05 0 5.087e-12
Chebyshev bound on s_9: 2.406e-02 Ha^1/2
Chebyshev bound on s_13: 4.182e-04 Ha^1/2
Chebyshev bound on s_16: 1.117e-05 Ha^1/2
rms of 6 noise-dominated coefficients: 8.638e-05
unfiltered norm, clean data: 1.9112 Ha^-1/2
unfiltered norm, noisy data: 1.179e+05 Ha^-1/2
rms noise error: formula 3.809e+05, sampled 3.809e+05 Ha^-1/2
TSVD L-curve: k, rho, eta[Ha^-1/2], rho*eta
 8 2.914e-04 1.791e+00 5.219e-04
 9 2.608e-04 1.807e+00 4.713e-04
10 2.116e-04 2.226e+00 4.711e-04
11 2.012e-04 3.740e+00 7.523e-04
12 1.990e-04 9.305e+00 1.851e-03
Tikhonov L-curve: lambda[Ha^1/2], rho, eta[Ha^-1/2], slope
1.166e-05 2.013e-04 3.322e+00 -27.003
1.166e-04 2.242e-04 1.923e+00 -1.000
1.166e-03 2.916e-04 1.789e+00 -0.020
largest curvature maxima, lambda[Ha^1/2] (curvature): 1.69e-04 (4.5), 1.65e-07 (0.3), 1.44e-01 (0.0)
corner: TSVD k = 10; Tikhonov sum of filters = 9.491
TSVD: noise gain 8.528e+03 Ha^-1/2; relative error 0.9114
  relative bias 0.2437, rms noise 0.4561; lowest A -3.926 1/Ha
  peaks: -0.165 Ha (-4.49 eV), -0.041 Ha (-1.12 eV), 0.101 Ha (2.75 eV), 0.309 Ha (8.41 eV)
Tikhonov: noise gain 4.288e+03 Ha^-1/2; relative error 0.6098
  relative bias 0.2593, rms noise 0.2565; lowest A -1.811 1/Ha
  peaks: -0.055 Ha (-1.50 eV), 0.105 Ha (2.86 eV), 0.285 Ha (7.76 eV)
300 samples per row; medians of k and relative errors
sigma, clean coefs>sigma, k, TSVD, Tik, best TSVD, best Tik, Tik wins
1e-02  5 6 0.4308 0.4267 0.4248 0.4118 68%
1e-03  7 8 0.3955 0.3852 0.3635 0.3604 66%
1e-04  9 9 0.3264 0.3319 0.3175 0.2944 64%
1e-05 10 11 0.2678 0.2786 0.2439 0.2002 59%
1e-06 11 12 0.1655 0.2399 0.1441 0.1230 34%
```
